\section*{Weights and number of irreducible wave vectors in Brillouin-zone sums, part 2}

A Brillouin-zone average is computed as $\langle f\rangle=N^{-1}\sum_{\mathbf k\in\mathcal M}f(\mathbf k)$ over a mesh $\mathcal M$. Symmetry lets one representative stand for each family of related points; its weight $w_{\mathbf k}$ and the number $N_{\rm irr}$ of representatives are wanted.

In $d$ dimensions the primitive vectors $\mathbf a_i$, $\mathbf b_i$ of the direct and reciprocal lattices are the columns of $A$, $B$, with $A^{T}B=2\pi\,\mathbb 1$. A wave vector is $\mathbf k=B\boldsymbol\kappa$, and $\mathbf k\equiv\mathbf k+\mathbf G$ for reciprocal lattice vectors $\mathbf G$ (integer $\boldsymbol\kappa$). Mesh points have $\kappa_i=(m_i+s_i)/n_i$, $m_i \bmod n_i$, with fixed shift $\mathbf s$ and $N=\prod_i n_i$.

$\mathcal G$ is a finite group of orthogonal matrices $R$ that map the lattice onto itself and leave the integrand invariant, $f(R\mathbf k)=f(\mathbf k)$. $R$ acts as $\boldsymbol\kappa\to M\boldsymbol\kappa$, where $M=B^{-1}RB$ is unimodular (integer with integer inverse). An antiunitary symmetry with point part $R$ gives $\varepsilon_\nu(-R\mathbf k)=\varepsilon_\nu(\mathbf k)$; time reversal alone has $R=\mathbb 1$. For $n_i=n$, $R$ maps the mesh onto itself when
\begin{equation}
(M-\mathbb 1)\,\mathbf s\in\mathbb Z^{d}.
\label{eq:inv}
\end{equation}

The orbit $\mathcal O_{\mathbf k}$ is the set of $R\mathbf k$ modulo $\mathbf G$, the little co-group is $\mathcal G_{\mathbf k}=\{R:R\mathbf k\equiv\mathbf k\}$, and $\mathrm{Fix}(R)$ is the number of mesh points with $R\mathbf k\equiv\mathbf k$. On a mesh invariant under $\mathcal G$,
\begin{equation}
\langle f\rangle=\frac1N\sum_{\text{orbits}}\ \sum_{\mathbf k'\in\mathcal O}f(\mathbf k')=\sum_{\mathbf k\ \rm irr}w_{\mathbf k}f(\mathbf k),\qquad w_{\mathbf k}=\frac{|\mathcal O_{\mathbf k}|}{N},
\label{eq:sum}
\end{equation}
\begin{equation}
w_{\mathbf k}=\frac{|\mathcal G|}{|\mathcal G_{\mathbf k}|\,N},\qquad
N_{\rm irr}=\frac{1}{|\mathcal G|}\sum_{R\in\mathcal G}\mathrm{Fix}(R).
\label{eq:result}
\end{equation}
There, an integrand $g$ that need not be invariant obeys
\begin{equation}
\langle g\rangle=\sum_{\mathbf k\ \rm irr}w_{\mathbf k}\,\frac1{|\mathcal G|}\sum_{R}g(R\mathbf k).
\label{eq:gen}
\end{equation}
For the band velocity $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}\varepsilon$ this gives
\begin{equation}
T=\langle\mathbf v\mathbf v^{T}\rangle=\frac1{|\mathcal G|}\sum_R R\,T_{\rm irr}R^{T},\qquad
T_{\rm irr}=\sum_{\mathbf k\ \rm irr}w_{\mathbf k}\,\mathbf v(\mathbf k)\mathbf v(\mathbf k)^{T}.
\label{eq:tensor}
\end{equation}

On a non-invariant mesh, \eqref{eq:result} holds instead for the subgroup $\mathcal H$ of operations that map $\mathcal M$ onto itself. If $f$ is invariant under all of $\mathcal G$, merging mesh points related by any element of $\mathcal G$ stays exact with
\begin{equation}
w_{\mathbf k}=\frac{|\mathcal O_{\mathbf k}\cap\mathcal M|}{N},
\label{eq:cap}
\end{equation}
one representative being kept per class.

\section{Fixed points from integer arithmetic}

For equal $n$ and an operation obeying \eqref{eq:inv}, the condition $M\boldsymbol\kappa-\boldsymbol\kappa\in\mathbb Z^d$, multiplied by $n$, reads
\begin{equation}
X\mathbf m\equiv\mathbf c \pmod n,\qquad X=M-\mathbb 1,\quad \mathbf c=-X\mathbf s\in\mathbb Z^d .
\label{eq:cong}
\end{equation}
An integer matrix can be diagonalized by exchanging rows or columns, changing their sign, and adding integer multiples of one to another; each move is a multiplication by a unimodular matrix. Bring a nonzero entry of smallest magnitude to the corner. If it fails to divide an entry of its row or column, subtracting a multiple leaves a smaller nonzero remainder, which becomes the new corner. Otherwise clear the row and column; if the corner then fails to divide an entry of the remaining block, add that entry's row to the first row and reduce again. The corner decreases each time, so the process ends with a corner $d_1$ that divides everything, and it is repeated on the block. The outcome is the Smith normal form $UXV=\mathrm{diag}(d_1,\dots,d_d)$, with $U,V$ unimodular, $d_i\ge0$ and $d_i$ dividing $d_{i+1}$. Determinants are linear in each row and column, so each move replaces the $r\times r$ minors by integer combinations of them, and each move is reversible; the greatest common divisor $D_r$ of these minors is therefore unchanged. For the diagonal form $D_r=d_1\cdots d_r$, which gives $d_r=D_r/D_{r-1}$, with $D_0=1$ and $d_r=0$ once $D_r=0$.

Put $\mathbf m=V\mathbf y$, a bijection on vectors modulo $n$ because $V^{-1}$ is integer, and multiply \eqref{eq:cong} by $U$. The equations decouple into $d_iy_i\equiv(U\mathbf c)_i \pmod n$. For one homogeneous equation $dy\equiv0$, write $g=\gcd(d,n)$, $d=gd'$, $n=gn'$. Then $n$ divides $dy$ exactly when $n'$ divides $d'y$, and since $d'$ and $n'$ are coprime, exactly when $n'$ divides $y$. There are $g$ such $y$ modulo $n$, and for $d=0$ all $n=\gcd(0,n)$ values qualify. For the unshifted mesh $\mathbf c=0$ and
\begin{equation}
\mathrm{Fix}(R)=\prod_{i=1}^{d}\gcd(d_i,n).
\label{eq:smith}
\end{equation}
For $\mathbf c\neq0$, two solutions differ by a homogeneous solution and a solution plus a homogeneous solution is again a solution, so $\mathrm{Fix}(R)$ is either $0$ or the product \eqref{eq:smith}. A unimodular matrix $Y$ has determinant $\pm1$, because $\det Y$ and $\det Y^{-1}$ are integers with product one; its own Smith form is therefore $\mathbb 1$, so $Y=U^{-1}V^{-1}$ is a product of the moves above, and multiplying by it leaves every $D_r$ unchanged. Conjugate operations share their $d_i$, since $YMY^{-1}-\mathbb 1=Y(M-\mathbb 1)Y^{-1}$ with $Y$ unimodular.

\section{The honeycomb lattice}

Take $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)$, with sites A at $(\mathbf a_1+\mathbf a_2)/3$ and B at $2(\mathbf a_1+\mathbf a_2)/3$, so that the origin is a hexagon centre. Then $\mathbf b_1=\frac{2\pi}a(1,-\frac1{\sqrt3})$ and $\mathbf b_2=\frac{2\pi}a(0,\frac2{\sqrt3})$, pointing at $-30^\circ$ and $90^\circ$. The model has one orbital per site and round parameters, $a=2.5\times10^{-10}$~m and nearest-neighbour hopping $t=4\times10^{-19}$~J, so $|\mathbf b_i|=4\pi/(\sqrt3a)=2.902\times10^{10}$~m$^{-1}$.

\subsection{Group and count}

The rotation $C_6$ by $60^\circ$ turns $\mathbf b_1$ into $\mathbf b_1+\mathbf b_2$ and $\mathbf b_2$ into $-\mathbf b_1$, so a point with coordinates $(p,q)$ goes to $(p-q,p)$. The mirror $y\to-y$ turns $\mathbf b_1$ into $\mathbf b_1+\mathbf b_2$ and $\mathbf b_2$ into $-\mathbf b_2$, so $(p,q)\to(p,p-q)$. Composing these gives twelve operations:
\begin{align}
\text{rotations:}&\quad \pm(p,q),\ \ \pm(p-q,\,p),\ \ \pm(-q,\,p-q),\nonumber\\
\text{mirrors:}&\quad \pm(p,\,p-q),\ \ \pm(q,p),\ \ \pm(q-p,\,q).
\label{eq:ops}
\end{align}
The matrices $X=M-\mathbb 1$ are
\begin{equation}
C_6:\begin{pmatrix}0&-1\\1&-1\end{pmatrix},\quad
C_3:\begin{pmatrix}-1&-1\\1&-2\end{pmatrix},\quad
\sigma:\begin{pmatrix}0&0\\1&-2\end{pmatrix},\quad
-\sigma:\begin{pmatrix}-2&0\\-1&0\end{pmatrix},
\end{equation}
with $C_3:(p,q)\to(-q,p-q)$ and $\sigma:(p,q)\to(p,p-q)$. All four have $D_1=1$, and the determinants are $1,3,0,0$, so $(d_1,d_2)=(1,1),(1,3),(1,0),(1,0)$. For $C_2$, $X=-2\cdot\mathbb 1$ gives $(2,2)$, and the identity gives $(0,0)$. An operation and its inverse fix the same points. Conjugation by $C_6$ turns $C_6^{\,j}\sigma$ into $C_6^{\,j+2}\sigma$, so every mirror is conjugate to $\sigma$ or to $C_6^{\,3}\sigma=-\sigma$. Equations \eqref{eq:result} and \eqref{eq:smith} give, for the unshifted $n\times n$ mesh,
\begin{equation}
N_{\rm irr}=\tfrac1{12}\left[n^2+6n+\gcd(2,n)^2+2\gcd(3,n)+2\right].
\label{eq:hex}
\end{equation}
For $n=6$ the sum is $36+6\cdot6+4+2\cdot3+2\cdot1=84$ and $N_{\rm irr}=84/12=7$. For $n=3,4,12,24$ the formula gives $3,4,19,61$. The saving $N/N_{\rm irr}$ tends to $12$ from below as $n$ grows, the leading correction coming from the $6n$ of the mirror lines, whose points have short orbits; at $n=24$ it is $576/61\approx9.4$.

\subsection{Weights and band energy on the $6\times6$ mesh}

The B neighbours of an A site lie in the same cell and in the cells at $-\mathbf a_1$ and $-\mathbf a_2$. With $\theta_i=\mathbf k\cdot\mathbf a_i=2\pi\kappa_i$, the Bloch matrix has zero diagonal and off-diagonal element $-t\phi$, $\phi=1+e^{-i\theta_1}+e^{-i\theta_2}$. The lower band is $\varepsilon_-=-t|\phi|$, and multiplying $\phi$ by its conjugate,
\begin{equation}
|\phi|^2=3+2\cos\theta_1+2\cos\theta_2+2\cos(\theta_1-\theta_2).
\end{equation}
Every operation in \eqref{eq:ops} permutes $\theta_1,\theta_2,\theta_1-\theta_2$ up to sign, so $|\mathcal G|=12$. With $(p,q)=(m_1,m_2)$ modulo $6$, the little co-groups are read from \eqref{eq:ops}. The points $(0,1)$ and $(0,2)$ are fixed by the identity and by $-(p,p-q)$, and $(1,2)$ by the identity and $(q-p,q)$. The point M $=(0,3)$ is fixed by $\pm(p,q)$ and $\pm(p,p-q)$, because $-3\equiv3$. For K $=(2,4)$ each $\pm$ pair yields $(2,4)$ once and K$'=(4,2)$ once, so six operations fix it. The twelve images of $(1,3)$ are all distinct.
\begin{center}
\begin{tabular}{cccccc}
$(m_1,m_2)$ & $|\mathcal G_{\mathbf k}|$ & $|\mathcal O_{\mathbf k}|$ & $w_{\mathbf k}$ & $|\phi|^2$ & $\varepsilon_-$ ($10^{-18}$ J)\\[2pt]
$(0,0)$ & 12 & 1 & 0.0278 & 9 & $-1.20000$\\
$(0,1)$ & 2 & 6 & 0.1667 & 7 & $-1.05830$\\
$(0,2)$ & 2 & 6 & 0.1667 & 3 & $-0.69282$\\
$(0,3)$ & 4 & 3 & 0.0833 & 1 & $-0.40000$\\
$(1,2)$ & 2 & 6 & 0.1667 & 4 & $-0.80000$\\
$(1,3)$ & 1 & 12 & 0.3333 & 1 & $-0.40000$\\
$(2,4)$ & 6 & 2 & 0.0556 & 0 & $0$
\end{tabular}
\end{center}
The orbits add to $36$. The points $(0,3)$ and $(1,3)$ have equal energy without being related by symmetry: on the line $\theta_2=\pi$, $\phi=e^{-i\theta_1}$ has modulus one in this nearest-neighbour model. Equal energies therefore do not identify orbits. With two spins and the lower band filled, the band energy per cell is
\begin{align}
E&=-\tfrac{2}{36}\big[1.2+6(1.05830)+6(0.69282)+3(0.4)\nonumber\\
&\qquad\quad+6(0.8)+12(0.4)+2(0)\big]\times10^{-18}\ \text{J}\nonumber\\
&=-\tfrac{22.5067}{18}\times10^{-18}\ \text{J}=-1.25037\times10^{-18}\ \text{J}=-7.80\ \text{eV}.
\end{align}
Diagonalizing at all 36 points and averaging gives the same $-1.25037\times10^{-18}$~J. The same direct average on a $300\times300$ mesh gives $-1.25968\times10^{-18}$~J $=-7.86$~eV; the $6\times6$ value is smaller in magnitude by $0.7\%$ of it. That difference is sampling error, which the reduction leaves untouched.

If the little co-group is defined by $R\mathbf k=\mathbf k$ without $\mathbf G$, for the shortest representative of each point, the interior points are unaffected. M, an edge midpoint of the hexagonal zone, and K, a corner, are each then fixed only by the identity and the mirror through them. Their orbits become $6$ and $6$ in place of $3$ and $2$, and the weights add to $(36+3+4)/36=1.194$.

\subsection{The group belongs to the integrand}

Add on-site energies $\pm\Delta$ on A and B, $\Delta=2\times10^{-19}$~J. The crystal group now keeps only operations that map A to A. The rotation $C_3$ sends $\mathbf a_1+\mathbf a_2$ to $\mathbf a_2-2\mathbf a_1$, moving A by $-\mathbf a_1$, and the mirror exchanging $\mathbf a_1$ and $\mathbf a_2$, which acts as $(q,p)$, fixes A; $C_2$ sends A to B. The group has order $6$ and alone would give $N_{\rm irr}=(36+2\cdot3+3\cdot6)/6=10$. The Hamiltonian is real in the site basis, so time reversal adds $-\mathbb 1$ and restores all twelve operations; indeed $\varepsilon_-=-\sqrt{t^2|\phi|^2+\Delta^2}$ depends on $\mathbf k$ only through $|\phi|$. Seven points suffice for any function of the band energies. An integrand that changes sign under time reversal, such as the Berry curvature, is not invariant under $-\mathbb 1$ and must be summed with \eqref{eq:gen}, not with \eqref{eq:sum} and these weights.

Add further the Haldane second-neighbour hopping $t_2=0.5\times10^{-19}$~J with phase $\pi/2$, along $\mathbf a_1$, $\mathbf a_2-\mathbf a_1$, $-\mathbf a_2$. The diagonal elements are $\pm\Delta+2t_2\sum\cos(\mathbf k\cdot\mathbf c\pm\pi/2)$ over these three vectors $\mathbf c$, and $\cos(x\pm\pi/2)=\mp\sin x$ turns them into $\pm(\Delta-2t_2S)$, so
\begin{equation}
\varepsilon_-=-\sqrt{t^2|\phi|^2+(\Delta-2t_2S)^2},\qquad S=\sin\theta_1+\sin(\theta_2-\theta_1)-\sin\theta_2 .
\end{equation}
Substitution shows that $S$ is even under $C_3$ and odd under both $-\mathbb 1$ and $(q,p)$. It is even under $-(q,p)$, which also sends $\phi\to\phi^*$, so that the Bloch matrix goes into its complex conjugate: mirror times time reversal survives. The group is again of order $6$, now with the other three mirrors, and $N_{\rm irr}=(36+6+18)/6=10$. The ten-point sum and the full sum both give $-1.36266\times10^{-18}$~J, whereas the seven points and weights of the table give $-1.2847\times10^{-18}$~J, too high by $5.7\%$ of the full sum. The sign follows from a factorization. With $\alpha=\theta_1$, $\beta=\theta_2-\theta_1$,
\begin{align}
S&=2\sin\tfrac{\alpha+\beta}2\cos\tfrac{\alpha-\beta}2-2\sin\tfrac{\alpha+\beta}2\cos\tfrac{\alpha+\beta}2\nonumber\\
&=4\sin\tfrac{\theta_2}2\,\sin\tfrac{\theta_1}2\,\sin\tfrac{\theta_2-\theta_1}2 ,
\end{align}
which is non-negative for the tabulated points, all with $0\le m_1\le m_2<6$. Inversion pairs each point with one of opposite $S$ and equal $|\phi|$, and $(\Delta-2t_2S)^2<(\Delta+2t_2S)^2$ for $S>0$. The seven-point sum assigns the smaller $|\varepsilon_-|$ to both partners.

\subsection{A tensor}

For the staggered model with $t_2=0$ the gap makes $\varepsilon_-$ smooth. With velocities from central finite differences, the seven points give, in units of $10^{11}$~m$^2$\,s$^{-2}$, $T_{\rm irr}^{xx}=0.714$, $T_{\rm irr}^{yy}=3.645$, $T_{\rm irr}^{xy}=1.237$. Under rotation by $\varphi$ the combination $T^{xx}-T^{yy}+2iT^{xy}$, a weighted sum of $(v_x+iv_y)^2$, acquires the factor $e^{2i\varphi}$, and $\sum_{j=0}^{5}e^{2\pi ij/3}=0$. A mirror conjugates the combination first, and the sum over the six mirrors vanishes likewise. The average \eqref{eq:tensor} thus keeps only the trace: $T^{xx}=T^{yy}=(0.714+3.645)/2=2.179$, $T^{xy}=0$. The 36-point average gives the same tensor.

\subsection{Meshes that break the symmetry}

For the $6\times6$ mesh with $\mathbf s=(\tfrac12,\tfrac12)$, the operations $\pm(p,q)$ and $\pm(q,p)$ obey \eqref{eq:inv}; the other eight give $M\mathbf s$ a zero component through $p-q=0$ and fail. So $|\mathcal H|=4$. The identity fixes $36$ points; $-\mathbb 1$ needs $2m_i+1\equiv0 \pmod 6$ and fixes none; $(q,p)$ needs $m_1=m_2$ and $-(q,p)$ needs $m_1+m_2+1\equiv0$, six points each. Thus $N_{\rm irr}=48/4=12$. The other eight operations move every point off the mesh, so they merge nothing and fix nothing. Dividing by the full order gives $48/12=4$, an integer and wrong, and the weights $12/(|\mathcal G_{\mathbf k}|N)$ add to $12/4=3$.

The unshifted $6\times3$ mesh consists of the points $(p,q)/6$ with $q$ even, $N=18$. The second component stays even for all points only under $\pm(p,q)$ and $\pm(q-p,q)$. These fix $18$ and $2$ points, then $6$ (where $q\equiv2p$) and $6$ (where $q=0$), giving $32/4=8$ orbits of $\mathcal H$. The other operations map part of the mesh onto the mesh, for example $(2,0)\to(0,2)$. Merging under all twelve, the classes are the seven orbits of the table cut down to even $q$, with $1,2,6,1,2,4,2$ members in the order of the table, and \eqref{eq:cap} gives exact weights. The formulas \eqref{eq:result} with $|\mathcal G|=12$ fail: the two $C_3$ fix three points each, the two $C_6$ one each and the four remaining mirrors three each, so the fixed points total $52$ and $52/12=4.33$, while the weights add to $36/18=2$.

\section{Cubic lattices}

The cubic group of order $48$ consists of all permutations and sign changes of the Cartesian components. For the simple cubic lattice these act directly on $\boldsymbol\kappa$. For even $n$ and no shift, $m_i\to-m_i$ folds each index to one of $n/2+1$ values, and permutations leave unordered triples with repetition. Sorted triples $x_1\le x_2\le x_3$ from $\ell$ values correspond to strictly increasing triples $x_1<x_2+1<x_3+2$ from $\ell+2$ values, so there are $\binom{\ell+2}3$. Hence $N_{\rm irr}=\binom{n/2+3}{3}$, which is $10$ and $35$ for $n=4,8$. With half shift no $m_i+\tfrac12$ equals its negative modulo $n$, $\ell=n/2$, and $N_{\rm irr}=\binom{n/2+2}3=4$ and $20$.

For the fcc lattice with cube edge $a_c$, in units of $2\pi/a_c$, $\mathbf b_1=(-1,1,1)$ and cyclic, and reciprocal vectors have components all even or all odd. The half shift is $B\mathbf s=(\tfrac12,\tfrac12,\tfrac12)$, and $RB\mathbf s-B\mathbf s$ has components $0$ or $-1$, so \eqref{eq:inv} requires $RB\mathbf s=\pm B\mathbf s$. This leaves the six permutations and their negatives, $|\mathcal H|=12$, acting as $\pm$ permutations of $\boldsymbol\kappa$. The identity fixes $n^3$ points, each of three exchanges $n^2$, each of two cyclic permutations $n$. Each negative operation, following its cycle of odd length around, forces $\kappa_i\equiv-\kappa_i$ for some $i$, that is $2m_i+1\equiv0\pmod n$, impossible for even $n$. So $N_{\rm irr}=(n^3+3n^2+2n)/12=10$ and $60$ for $n=4,8$. For bcc, $\mathbf b_1=(0,1,1)$ and cyclic, reciprocal vectors are those with even component sum, $B\mathbf s=(1,1,1)$, and the differences have components $0$ or $-2$. All $48$ operations survive, and explicit enumeration of the orbits gives $6$ and $26$.

Unshifted, enumeration gives $8$ and $29$ for both fcc and bcc. The equality follows from \eqref{eq:smith}. The reciprocal lattice of one is the direct lattice of the other, so the matrices of one are $A^{-1}RA$ of the other. From $A^{T}B=2\pi\mathbb 1$ one has $A=2\pi B^{-T}$, so $A^{-1}RA=B^{T}R^{-T}B^{-T}=M^{-T}$. Then $M^{-T}-\mathbb 1=-M^{-T}(M-\mathbb 1)^{T}$ is a unimodular matrix times a transpose, neither of which changes the divisors $D_r$, so every operation fixes the same number of points on both meshes.
